# Surface-limited carrier lifetime of a silicon wafer passivated on both faces: a program that tests the result

```python
"""
Result under test: a wafer of thickness W with surface recombination velocity S
on both faces and carrier diffusivity D has surface-limited lifetime tau_s with
    W/(2S) + W^2/(12D) < tau_s < W/(2S) + W^2/(pi^2 D),
so W = 180 um and S = 5 cm/s give about 1.8 ms.
Internal units: cm, s, cm^-3, V.  Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# ---------------- inputs ----------------
W = 180e-4                 # wafer thickness, cm
S = 5.0                    # surface recombination velocity, cm/s
T = 300.0                  # temperature, K
mobility_e = 1200.0        # electrons, cm2/Vs
mobility_h = 450.0         # holes, cm2/Vs
acceptors = 7e15           # cm^-3
excess = 1e15              # cm^-3
tau_defect = 3e-3          # bulk defect lifetime, s
B_rad = 5e-15              # radiative coefficient, cm3/s
C_auger = 1e-30            # effective Auger coefficient, cm6/s
side = 15.6                # wafer side, cm
eps_r = 11.7               # relative permittivity of silicon

kT = const.k * T / const.e             # thermal energy, eV
D = kT * mobility_e                    # Einstein relation, cm2/s


def simple_lifetime(velocity):
    return W / (2 * velocity)


def exact_lifetime(velocity):
    """Slowest symmetric diffusion mode, from x tan x = S W / (2 D)."""
    b = velocity * W / (2 * D)
    x = brentq(lambda y: y * np.sin(y) - b * np.cos(y), 0, np.pi / 2,
               xtol=1e-15, rtol=1e-15)
    return W**2 / (4 * D * x**2)


def diffusion_operator(s_front, s_back, cells):
    """Finite-volume loss operator: diagonal and off-diagonal, in 1/s."""
    h = W / cells
    diagonal = np.full(cells, 2 * D / h**2)
    for index, s in ((0, s_front), (-1, s_back)):
        # half a cell of diffusion in series with the surface
        diagonal[index] = D / h**2 + s / (1 + s * h / (2 * D)) / h
    return diagonal, np.full(cells - 1, -D / h**2)


def mode_rates(s_front, s_back, cells=400):
    d, o = diffusion_operator(s_front, s_back, cells)
    return eigh_tridiagonal(d, o, eigvals_only=True, select='i',
                            select_range=(0, 1))


def dense_operator(cells):
    d, o = diffusion_operator(S, S, cells)
    return np.diag(d) + np.diag(o, 1) + np.diag(o, -1)


tau_simple = simple_lifetime(S)
tau_exact = exact_lifetime(S)
delay_low = W**2 / (12 * D)
delay_high = W**2 / (np.pi**2 * D)

# ---------------- slow mode against the discretized equation ----------------
for velocity in (S, 1e3, 1e5):
    numeric = 1 / mode_rates(velocity, velocity)[0]
    assert abs(numeric / exact_lifetime(velocity) - 1) < 1e-4
rates = mode_rates(S, S)
tau_numeric = 1 / rates[0]
assert abs(tau_numeric / tau_simple - 1) < 1e-3
assert abs((tau_numeric - tau_simple) / delay_low - 1) < 0.01
assert abs(1 / rates[1] / delay_high - 1) < 0.01

# ---------------- two-sided bound over six decades of S ----------------
for velocity in np.logspace(0, 6, 25):
    extra = exact_lifetime(velocity) - simple_lifetime(velocity)
    assert delay_low < extra < delay_high

# ---------------- range of validity ----------------
S_limit = 0.3 * D / W
error_limit = exact_lifetime(S_limit) / simple_lifetime(S_limit) - 1
assert abs(error_limit - 0.05) < 2e-3

# ---------------- steady uniform generation ----------------
tau_steady = np.linalg.solve(dense_operator(400), np.ones(400)).mean()
assert abs((tau_steady - tau_simple) / delay_low - 1) < 0.01

# ---------------- unequal faces, and one bare face ----------------
tau_unequal = 1 / mode_rates(2.0, 8.0)[0]
assert abs(tau_unequal * (2.0 + 8.0) / W - 1) < 2e-3
tau_bare = 1 / mode_rates(S, 1e6)[0]
assert abs(tau_bare / (4 * W**2 / (np.pi**2 * D)) - 1) < 0.02

# ---------------- area/volume rule on another shape: a sphere ----------------
radius = W / 2
x_sphere = brentq(lambda y: y * np.cos(y) - (1 - S * radius / D) * np.sin(y),
                  1e-3, 3.0, xtol=1e-14)
rate_sphere = D * (x_sphere / radius)**2
area_over_volume = 4 * np.pi * radius**2 / (4 * np.pi * radius**3 / 3)
assert abs(rate_sphere / (S * area_over_volume) - 1) < 1e-3

# ---------------- bulk recombination ----------------


def bulk_rate(density):
    holes = acceptors + density
    return 1 / tau_defect + B_rad * holes + C_auger * holes**2


# Nonlinear decay after a flash absorbed near the front face.
cells = 60
operator = dense_operator(cells)
depth = (np.arange(cells) + 0.5) * W / cells
start = np.exp(-depth / 10e-4)
start /= start.mean()                  # density in units of `excess`
times = np.array([20e-6, 30e-6])
run = solve_ivp(lambda t, n: -operator @ n - n * bulk_rate(n * excess),
                (0, times[-1]), start, method='BDF', t_eval=times,
                rtol=1e-9, atol=1e-11)
assert run.success
mean_1, mean_2 = run.y.mean(axis=0)
rate_decay = np.log(mean_1 / mean_2) / (times[1] - times[0])
rate_sum = 1 / tau_exact + bulk_rate(excess * np.sqrt(mean_1 * mean_2))
assert abs(rate_decay / rate_sum - 1) < 2e-3

holes = acceptors + excess
tau_rad = 1 / (B_rad * holes)
tau_auger = 1 / (C_auger * holes**2)
tau_no_defects = 1 / (1 / tau_exact + 1 / tau_rad + 1 / tau_auger)
tau_eff = 1 / (1 / tau_exact + bulk_rate(excess))
S_apparent = W / (2 * tau_eff)
assert S_apparent > S

# ---------------- bare edges of the square wafer ----------------
L_diff = np.sqrt(D * tau_simple)
odd = np.arange(1, 4001, 2, dtype=float)
m2, n2 = odd[:, None]**2, odd[None, :]**2
mean_square = np.sum(64 / (np.pi**4 * m2 * n2)
                     / (1 + (L_diff * np.pi / side)**2 * (m2 + n2)))
edge_loss = 1 - mean_square
ratio = L_diff / side
# the four corners are counted twice in 4L/a, by between 4 and 8 (L/a)^2
assert 4 * ratio - 8 * ratio**2 < edge_loss < 4 * ratio - 4 * ratio**2

# ---------------- other neglected effects ----------------
facet, wafer_normal = np.array([1., 1., 1.]), np.array([0., 0., 1.])
area_factor = np.linalg.norm(facet) / (facet @ wafer_normal)
tau_texture = tau_simple / area_factor
delay_holes = W**2 / (12 * kT * mobility_h)
screening = np.sqrt(eps_r * const.epsilon_0 * kT
                    / (const.e * acceptors * 1e6))      # metres
T_hot = 350.0
D_hot = D * (T_hot / T)**(1 - 2.4)      # mobility falls roughly as T^-2.4
delay_hot = W**2 / (12 * D_hot)
tau_hot = tau_simple / np.sqrt(T_hot / T)   # S follows thermal velocity only

# ---------------- printed numbers ----------------
print(f"thickness W = {W*1e4:.0f} um")
print(f"surface velocity S = {S:.1f} cm/s")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"electron mobility = {mobility_e:.0f} cm2/Vs")
print(f"diffusivity D = {D:.2f} cm2/s")
print(f"b = S W/(2D) = {S*W/(2*D):.3e}")
print(f"simple lifetime W/(2S) = {tau_simple*1e3:.4f} ms")
print(f"exact surface lifetime = {tau_exact*1e3:.4f} ms")
print(f"finite-volume lifetime = {tau_numeric*1e3:.4f} ms")
print(f"steady-light lifetime = {tau_steady*1e3:.4f} ms")
print(f"W^2/(12 D) = {delay_low*1e6:.3f} us")
print(f"W^2/(pi^2 D) = {delay_high*1e6:.3f} us")
print(f"second mode lifetime = {1e6/rates[1]:.3f} us")
print(f"S for 5% error, 0.3 D/W = {S_limit:.0f} cm/s")
print(f"actual error at that S = {100*error_limit:.2f} %")
for velocity in (1e3, 1e5):
    print(f"S = {velocity:.0f} cm/s: simple "
          f"{simple_lifetime(velocity)*1e6:.3f} us, exact "
          f"{exact_lifetime(velocity)*1e6:.3f} us")
print(f"faces 2 and 8 cm/s: lifetime = {tau_unequal*1e3:.4f} ms")
print(f"one face 1e6 cm/s: lifetime = {tau_bare*1e6:.2f} us")
print(f"acceptor density = {acceptors:.1e} cm^-3")
print(f"excess density = {excess:.1e} cm^-3")
print(f"radiative coefficient = {B_rad:.1e} cm3/s")
print(f"Auger coefficient = {C_auger:.1e} cm6/s")
print(f"defect lifetime = {tau_defect*1e3:.1f} ms")
print(f"radiative lifetime = {tau_rad*1e3:.1f} ms")
print(f"Auger lifetime = {tau_auger*1e3:.1f} ms")
print(f"lifetime, surface+radiative+Auger = {tau_no_defects*1e3:.2f} ms")
print(f"lifetime with defects too = {tau_eff*1e3:.2f} ms")
print(f"S inferred if bulk is ignored = {S_apparent:.2f} cm/s")
print(f"flash decay: simulated rate = {rate_decay:.1f} 1/s")
print(f"flash decay: sum of rates = {rate_sum:.1f} 1/s")
print(f"texture area factor = {area_factor:.3f}")
print(f"textured surface lifetime = {tau_texture*1e3:.2f} ms")
print(f"sphere rate/(S area/volume) = "
      f"{rate_sphere/(S*area_over_volume):.5f}")
print(f"wafer side a = {side*10:.0f} mm")
print(f"diffusion length L = {L_diff*10:.2f} mm")
print(f"bare-edge loss: 4L/a = {400*ratio:.2f} %")
print(f"bare-edge loss: series = {100*edge_loss:.2f} %")
print(f"hole mobility = {mobility_h:.0f} cm2/Vs")
print(f"W^2/(12 D) with hole D = {delay_holes*1e6:.2f} us")
print(f"relative permittivity = {eps_r:.1f}")
print(f"screening length = {screening*1e9:.0f} nm")
print(f"screening length / W = {screening*100/W:.1e}")
print(f"W^2/(12 D) at {T_hot:.0f} K = {delay_hot*1e6:.2f} us")
print(f"surface lifetime at {T_hot:.0f} K = {tau_hot*1e3:.2f} ms")
print("success")
```

Output:

```
thickness W = 180 um
surface velocity S = 5.0 cm/s
temperature = 300 K, kT = 0.02585 eV
electron mobility = 1200 cm2/Vs
diffusivity D = 31.02 cm2/s
b = S W/(2D) = 1.451e-03
simple lifetime W/(2S) = 1.8000 ms
exact surface lifetime = 1.8009 ms
finite-volume lifetime = 1.8009 ms
steady-light lifetime = 1.8009 ms
W^2/(12 D) = 0.870 us
W^2/(pi^2 D) = 1.058 us
second mode lifetime = 1.057 us
S for 5% error, 0.3 D/W = 517 cm/s
actual error at that S = 5.05 %
S = 1000 cm/s: simple 9.000 us, exact 9.886 us
S = 100000 cm/s: simple 0.090 us, exact 1.132 us
faces 2 and 8 cm/s: lifetime = 1.8018 ms
one face 1e6 cm/s: lifetime = 4.24 us
acceptor density = 7.0e+15 cm^-3
excess density = 1.0e+15 cm^-3
radiative coefficient = 5.0e-15 cm3/s
Auger coefficient = 1.0e-30 cm6/s
defect lifetime = 3.0 ms
radiative lifetime = 25.0 ms
Auger lifetime = 15.6 ms
lifetime, surface+radiative+Auger = 1.52 ms
lifetime with defects too = 1.01 ms
S inferred if bulk is ignored = 8.93 cm/s
flash decay: simulated rate = 992.1 1/s
flash decay: sum of rates = 992.1 1/s
texture area factor = 1.732
textured surface lifetime = 1.04 ms
sphere rate/(S area/volume) = 0.99971
wafer side a = 156 mm
diffusion length L = 2.36 mm
bare-edge loss: 4L/a = 6.06 %
bare-edge loss: series = 5.94 %
hole mobility = 450 cm2/Vs
W^2/(12 D) with hole D = 2.32 us
relative permittivity = 11.7
screening length = 49 nm
screening length / W = 2.7e-04
W^2/(12 D) at 350 K = 1.08 us
surface lifetime at 350 K = 1.67 ms
success
```
